# Singlet-triplet gap and 4f occupation of a formally cerium(IV) complex, part 2

A formally cerium(IV) complex is reduced to two electrons in a ligand orbital $L$ and a cerium 4f orbital $f$, outside a fixed closed-shell core. We seek the 4f occupation $n_f$ of the singlet ground state and its vertical gap $G$ to the triplet, at fixed nuclei. The orbitals are real and orthonormal, and $L_\sigma^\dagger$ and $f_\sigma^\dagger$ create an electron of spin $\sigma$ in them.

The closed-shell 4f$^0$ state $|0\rangle$ has energy zero. The 4f$^1$ configuration with a ligand hole has energy $\Delta$, which may have either sign. The Hamiltonian $H$ consists of these configuration energies and the hopping $H_t$, with amplitude $t$. The 4f$^2$ configuration lies at $2\Delta+U$, where $U=U_{ff}+U_{LL}-2U_{fL}$ combines the Coulomb energies of two electrons in the orbitals named. It is left out at first, as are spin-orbit coupling and the direct exchange energy $K>0$ between $f$ and $L$.

A first derivation wrote out the determinants for one orbital pair. The two spin paths add in the open-shell singlet, which couples to $|0\rangle$ with $\sqrt2\,t$, and cancel in the triplet, which stays at $E_T=\Delta$. The result was

$$W=\sqrt{\Delta^2+8t^2},\quad n_f=\frac12\left(1-\frac{\Delta}{W}\right),\quad G=\frac{\Delta+W}{2},$$

where $W$ is the separation of the two singlets. The ground-state energy is $E_S=\Delta-G$. At fixed nuclei and fixed $t$, $n_f$ changes smoothly with $\Delta$.

Two numerical cases are used throughout:

| Case | $\Delta$ (eV) | $t$ (eV) | $W$ (eV) | $n_f$ | $G$ (eV) |
|---|---:|---:|---:|---:|---:|
| A | 2.0 | 0.80 | 3.02 | 0.169 | 2.51 |
| B | −1.0 | 0.40 | 1.51 | 0.831 | 0.255 |

For an assumed $K=0.05$ eV, exchange lowers the gap to 2.45 eV in case A and to 0.164 eV in case B.

The second derivation now obtains the same result from an equation for the energy.

### Eliminating the 4f$^1$ part

The same result can be reached without constructing an open-shell singlet. It also becomes easy to admit several ligand orbitals $L_a$ and several 4f orbitals $f_b$, with real hopping amplitudes $t_{ab}$:

$$H_t=\sum_{ab\sigma}t_{ab}\left(f_{b\sigma}^\dagger L_{a\sigma}+L_{a\sigma}^\dagger f_{b\sigma}\right).$$

In $|0\rangle$ all the $L_a$ are doubly occupied and all the $f_b$ are empty. Assume for now that every state with one 4f electron and one ligand hole has energy $\Delta$. This means degenerate orbitals and equal Coulomb energies for every pair.

Split an eigenstate into its two configurations,

$$|\Psi\rangle=c_0|0\rangle+|Q\rangle,$$

where $|Q\rangle$ contains all of the 4f$^1$ part. The 4f$^0$ and 4f$^1$ components of $H|\Psi\rangle=E|\Psi\rangle$ are

$$\langle0|H_t|Q\rangle=Ec_0,$$

$$c_0H_t|0\rangle+\Delta|Q\rangle=E|Q\rangle.$$

If $c_0=0$, the second equation gives $E=\Delta$. Such a state contains no 4f$^0$ and is unaffected by hopping. If $c_0\ne0$, then $E\ne\Delta$ because $H_t|0\rangle$ is not zero, and

$$|Q\rangle=\frac{c_0}{E-\Delta}H_t|0\rangle.$$

Insert this into the first equation and cancel $c_0$:

$$E=\frac{V^2}{E-\Delta},\qquad V^2=\langle0|H_t^2|0\rangle.$$

The whole effect of hopping is contained in the one number $V^2$. To find it, take the squared length of $H_t|0\rangle$. Each term moves one electron of given spin from $L_a$ to $f_b$. Terms that differ in $a$, $b$ or $\sigma$ give orthogonal states, so no cross terms survive:

$$V^2=\sum_{ab\sigma}t_{ab}^2=2\sum_{ab}t_{ab}^2.$$

The factor of two counts the two spins. For one orbital pair $V^2=2t^2$, as before.

### The gap and the occupation

Hopping conserves total spin, and $|0\rangle$ is a singlet. The state $H_t|0\rangle$ is therefore a singlet as well, and no triplet can mix with $|0\rangle$. The triplets belong to the solutions with $c_0=0$, so $E_T=\Delta$.

The energy equation reads $E(E-\Delta)=V^2$. Its right side is positive, so $E$ and $E-\Delta$ have the same sign. For the lower root both are negative. The gap $G=\Delta-E$ is thus positive before the equation has been solved. Setting $E=\Delta-G$ gives

$$(\Delta-G)(-G)=V^2,$$

$$G^2-\Delta G-V^2=0.$$

The positive root is

$$G=\frac{\Delta+\sqrt{\Delta^2+4V^2}}{2}.$$

For one pair, $4V^2=8t^2$, and this is the earlier result. For several orbitals, let $W=\sqrt{\Delta^2+4V^2}$, so that $2G-\Delta=W$.

Normalization supplies the occupation. Since $E-\Delta=-G$, the squared length of $|Q\rangle$ is $c_0^2V^2/G^2$, and

$$c_0^2\left(1+\frac{V^2}{G^2}\right)=1.$$

The gap equation gives $V^2=G(G-\Delta)$. Hence

$$1+\frac{V^2}{G^2}=1+\frac{G-\Delta}{G}=\frac{W}{G},$$

$$n_f=1-c_0^2=1-\frac{G}{W}=\frac12\left(1-\frac{\Delta}{W}\right).$$

The last step uses $G=(\Delta+W)/2$. In words, the fraction $G/W$ is the remaining weight of 4f$^0$.

The occupation is also a derivative of the energy. In this space $\Delta$ multiplies the number of 4f electrons in the Hamiltonian. When $\Delta$ changes at fixed hopping, the first-order change of a normalized eigenstate does not contribute to its energy. Therefore

$$\frac{\partial E_S}{\partial\Delta}=n_f,\qquad \frac{\partial G}{\partial\Delta}=1-n_f.$$

A small error in $\Delta$ passes into the gap with weight 0.83 in case A and 0.17 in case B.

### What each derivation assumes

Both derivations assume orthonormal orbitals, fixed nuclei, no 4f$^2$ and no spin-orbit coupling. Their agreement therefore says nothing about the accuracy of these shared assumptions.

The first derivation is restricted to one orbital pair, and it requires the open-shell states explicitly. In return it shows how the two spin paths interfere. Direct exchange, which treats the singlet and the triplet differently, then enters in one step.

The second derivation needs the length of $H_t|0\rangle$, the conservation of spin and a common energy $\Delta$ for the 4f$^1$ states. The number of orbitals does not matter. One singlet, the normalized form of $H_t|0\rangle$, collects all the coupling, while the other open-shell singlets remain at $\Delta$ with the triplets.

When the 4f$^1$ states have different energies $\Delta_i$, the same elimination can be made for each of them. If $V_i$ is the coupling of $|0\rangle$ to state $i$,

$$E=\sum_i\frac{V_i^2}{E-\Delta_i},\qquad n_f=1-\left[1+\sum_i\frac{V_i^2}{(E-\Delta_i)^2}\right]^{-1}.$$

The simple square-root formulas are lost, but the reasoning is unchanged.

### Uneven ligand levels and spin-orbit coupling

Suppose that a second ligand orbital lies higher than $L$ by $\delta$ and does not hop to the 4f shell. Removing an electron from it costs less, so its 4f$^1$ states lie at $\Delta-\delta$. They do not enter the energy equation because their coupling is zero. As long as $\delta<G$, the ground state and $n_f$ are unchanged, and the gap becomes $G-\delta$. With $\delta=0.30$ eV, the gap of case A falls to 2.21 eV. In case B the same $\delta$ exceeds the gap of 0.255 eV, and the ground state would become an unmixed 4f$^1$ configuration.

Spin-orbit coupling $\zeta\,\mathbf l\cdot\mathbf s$ splits a free 4f shell into $j=5/2$ at $-2\zeta$ and $j=7/2$ at $+\tfrac32\zeta$. Let the ligand orbital hop to the 4f orbital with $m=0$, and ignore crystal-field splitting. The mean spin-orbit energy of that orbital is zero, because $l_z$ gives zero and $l_\pm$ changes $m$. If $w$ is its weight in $j=5/2$, then $-2w+\tfrac32(1-w)=0$, or $w=3/7$. The energy equation becomes

$$E=2t^2\left[\frac{3/7}{E-\Delta+2\zeta}+\frac{4/7}{E-\Delta-\tfrac32\zeta}\right].$$

The six $j=5/2$ states and two ligand spins give twelve states at $\Delta-2\zeta$. One combination couples to $|0\rangle$, and the other eleven stay there. They form the first excited level, which is no longer a pure triplet.

For an assumed $\zeta=0.08$ eV, diagonalizing the full 4f$^0$ and 4f$^1$ space gives a first excitation of 2.35 eV in case A, with $n_f=0.170$. In case B the excitation is 0.154 eV and $n_f$ rises from 0.831 to 0.871. The $j=5/2$ level has moved closer to the ground state, and its term in the formula for $n_f$ has grown.

### The omitted 4f$^2$ configuration

Hopping also connects the open-shell singlet to 4f$^2$ by two spin paths. The electron that does not move is now in $f$ instead of $L$, so the effective amplitude need not equal $t$. It is assumed equal here, which gives the coupling $\sqrt2\,t$ again. The direct coupling of 4f$^0$ to 4f$^2$ by the integral $K$ is left out. Eliminating 4f$^2$ first gives

$$E=\frac{2t^2}{E-\Delta-\dfrac{2t^2}{E-2\Delta-U}}.$$

This lowers the ground state. A triplet with one electron in each of $L$ and $f$ is not lowered, since two parallel spins cannot share $f$. The 4f shell has other orbitals, however. If the 4f electron occupies a second, non-hopping orbital $f'$ at the same energy, the ligand electron can still hop to $f$. For $\Delta+U\gg|t|$, second-order perturbation theory lowers this triplet by about

$$\frac{t^2}{(2\Delta+U)-\Delta}=\frac{t^2}{\Delta+U}.$$

The value of $U$ used here is an effective, screened one. Frozen Ce 4f and O 2p orbitals at a distance of 2.33 Å give about 18 eV when $L$ is spread over eight oxygens and more than 30 eV when it sits on one. With an assumed $U=6.0$ eV, the lowering is 0.08 eV in case A and 0.03 eV in case B. Diagonalization with both 4f orbitals gives a gap of 2.45 eV and $n_f=0.184$ in case A. In case B it gives 0.274 eV and 0.853. The gap falls in A because the triplet is lowered more than the singlet, and it rises in B because the reverse is true. These shifts belong to a single ligand orbital. If a non-hopping ligand orbital at the same energy holds the hole, both electrons of $L$ can hop to $f$ and the triplet is lowered about twice as much. The gap is then 2.37 eV in A and 0.242 eV in B, below its starting value in both cases. If the same $V^2$ is spread over three to seven hopping pairs, the reduction in A is about 0.07 to 0.10 eV instead of 0.06 eV, depending on the number of pairs and on whether a non-hopping 4f orbital is left. With all seven 4f orbitals present it is about 0.10 eV. Exchange between the two 4f electrons is not included. It would lower the 4f$^2$ triplet and strengthen the triplet's shift.

### Letting the nuclei move

A 4f electron and a ligand hole change the preferred bond lengths. Let $x=0$ be the geometry preferred by pure 4f$^0$ and $x=1$ that preferred by pure 4f$^1$. Assume equal harmonic force constants and a hopping independent of $x$. If $\lambda$ is the elastic energy between the two geometries, 4f$^0$ has energy $\lambda x^2$. The charge-transfer energy varies as $\Delta(x)=\Delta_0-2\lambda x$, which places the minimum of 4f$^1$ at $x=1$.

The mixed singlet has energy $\lambda x^2+E_S(\Delta(x))$. Using $\partial E_S/\partial\Delta=n_f$, its minimum satisfies

$$2\lambda x-2\lambda n_f=0,\qquad x=n_f.$$

The curvature is $2\lambda\,(1+2\lambda\,\partial n_f/\partial\Delta)$ with $\partial n_f/\partial\Delta=-4t^2/W^3$, whose largest size is $1/(4\sqrt2\,|t|)$ at $\Delta=0$. There is therefore a single minimum for every $\Delta_0$ when $\lambda<2\sqrt2\,|t|$, which is 2.26 eV in case A and 1.13 eV in case B. For larger $\lambda$ two minima can coexist, and the relaxed $n_f$ jumps from one to the other as $\Delta_0$ changes, unlike the smooth scan at fixed nuclei.

The triplet energy is

$$\lambda x^2+\Delta_0-2\lambda x=\lambda(x-1)^2+\Delta_0-\lambda.$$

From the singlet geometry it can therefore relax by $\lambda(1-n_f)^2$. If $\Delta$ denotes the value at the singlet minimum, the gap between the two minima is

$$G_{\rm rel}=G-\lambda(1-n_f)^2.$$

For an assumed $\lambda=0.50$ eV, case A gives $2.51-0.50(0.831)^2=2.16$ eV. Case B gives $0.255-0.50(0.169)^2=0.241$ eV. Relaxation matters more in A because its singlet is far from the geometry preferred by 4f$^1$. The result $x=n_f$ rests on the constant hopping. If $t$ decreases as $e^{-\kappa x}$ while the bonds lengthen, the minimum moves to $x=n_f-2\kappa t^2/(\lambda W)$ and the triplet relaxes by $\lambda(1-x)^2$. A fall of $t$ by 17% to 30% between the two geometries raises the relaxation in case A from 0.35 eV to between 0.49 and 0.64 eV, and in case B from 0.014 eV to between 0.03 and 0.05 eV.

### Comparison with a precursor

Case A is meant for the regime of oxygen-bound cerium(IV) precursors such as the beta-diketonate Ce(thd)$_4$, where thd is 2,2,6,6-tetramethyl-3,5-heptanedionate. A charge-transfer energy of a few eV and a hopping of somewhat under 1 eV are rough values for this regime and were not fitted to the compound. The separation $W=3.02$ eV corresponds to 411 nm, at the violet edge of the visible range. This is a property of the model and does not assign a measured band. The real complex has eight oxygen donors and many ligand orbitals, so the assumption of a single ligand level is plainly broken. A non-hopping level 0.30 eV higher reduces the gap by that amount. Additional hopping pairs act in the opposite direction, since $V^2=2\sum t_{ab}^2$ grows. Seven independent pairs with 0.80 eV each give $n_f=0.34$ and $G=4.16$ eV, and with higher 4f occupations allowed at $U=6.0$ eV they give $n_f=0.53$ and a gap of 3.8 eV. The numbers of case A hold only if 0.80 eV stands for the total hopping $\sqrt{\sum t_{ab}^2}$.

The separate reductions in case A are 0.06 eV from 4f$^2$, 0.06 eV from exchange, 0.16 eV from spin-orbit coupling, 0.35 eV from relaxation and 0.30 eV from the higher ligand level. They need not add. If they did, the total would be about 0.9 eV, more than a third of the vertical gap. With several hopping pairs the gap could also be larger by more than 1 eV. The values 2.5 eV and $n_f=0.17$ therefore belong to the one-pair model and should not be read as predictions for Ce(thd)$_4$.

Thermal population of the triplet can be estimated from its three spin states:

$$\frac{p_T}{p_S}=3\exp\left(-\frac{G_{\rm rel}}{k_BT}\right).$$

At a rough source temperature of 450 K, $k_BT=0.0388$ eV. The ratio is of order $10^{-24}$ in case A. Even a gap smaller by 1 eV would leave it negligible. In case B the ratio is about 0.006, but a reduction of the gap by 0.1 eV would multiply it by $\exp(0.1/0.0388)\simeq13$. The estimate also omits the other 4f orbitals, which add more low-lying states, and any change in vibrational entropy. With the full 4f shell, 27 states replace the three and the ratio in case B becomes about 0.05. With the spin-orbit coupling assumed above it is roughly a quarter.

The two cases thus differ in how far the simple formulas can be trusted. In A the neglected effects change the gap appreciably but leave a ground state that is mainly a singlet, for the sizes assumed here. In B exchange and spin-orbit coupling each remove more than a third of the gap, and a modest spread of ligand levels can replace the ground state. A formally cerium(IV) complex with $n_f$ near one therefore needs these terms in the calculation before its ground state is assigned.
